# Polarization Jump at a First-Order Ferroelectric Transition: test program

```python
"""
Equilibrium first-order transition of a one-axis ferroelectric.
Free energy density: F = a P^2/2 + beta P^4/4 + gamma P^6/6,
with beta < 0, gamma > 0 and a = a0 (T - T0).
Result under test: at equal free energy of the polar and nonpolar phases,
P_t^2 = 3 |beta| / (4 gamma) and a_t = 3 beta^2 / (16 gamma).
P: polarization (C/m^2); F: J/m^3; T: temperature (K).
The transition is found independently by a global search over P.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, k as k_B
from scipy.optimize import minimize_scalar


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


def last_true(condition, low, high, steps=50):
    """Bisect for the largest argument at which condition still holds."""
    assert condition(low) and not condition(high)
    for _ in range(steps):
        middle = 0.5 * (low + high)
        if condition(middle):
            low = middle
        else:
            high = middle
    return low


def energy(P, a, beta, gamma, delta=0.0):
    return a*P**2/2 + beta*P**4/4 + gamma*P**6/6 + delta*P**8/8


# Global transition for several coefficient sets, by search on a grid.
for b, g in [(-1.0, 1.0), (-3.0, 0.5), (-0.2, 7.0)]:
    grid = np.linspace(0, np.sqrt(2*abs(b)/g), 100001)
    a_found = last_true(lambda a: energy(grid, a, b, g).min() < 0,
                        0.0, b*b/g)
    P_found = grid[np.argmin(energy(grid, a_found, b, g))]
    assert close(P_found**2, 3*abs(b)/(4*g), 1e-4)
    assert close(a_found, 3*b*b/(16*g), 1e-6)

# Other convention: F = A P^2 + B P^4 + C P^6 without fractions.
B, C = -1.3, 0.9
grid = np.linspace(0, 1.5, 100001)
tail = B*grid**4 + C*grid**6
A_found = last_true(lambda A: (A*grid**2 + tail).min() < 0, 0.0, 2.0)
P_found = grid[np.argmin(A_found*grid**2 + tail)]
assert close(P_found**2, abs(B)/(2*C), 1e-4)

# Identity that proves the transition is global.
x, a_s, b_s, g_s = sp.symbols("x a b g")
x_t = -3*b_s/(4*g_s)
original = a_s*x/2 + b_s*x**2/4 + g_s*x**3/6
rewritten = g_s*x*(x - x_t)**2/6 + (a_s - 3*b_s**2/(16*g_s))*x/2
assert sp.simplify(original - rewritten) == 0

# Rough, rounded parameters in the regime of barium titanate.
a0, T0 = 6.5e5, 383.0          # J m/(C^2 K), K
beta, gamma = -8.0e8, 1.6e10   # J m^5/C^4, J m^9/C^6
P_t = np.sqrt(3*abs(beta)/(4*gamma))
a_t = 3*beta**2/(16*gamma)
T_t = T0 + a_t/a0
grid = np.linspace(0, np.sqrt(2*abs(beta)/gamma), 100001)

T_search = last_true(
    lambda T: energy(grid, a0*(T - T0), beta, gamma).min() < 0,
    T0, T0 + 40)
a_search = a0*(T_search - T0)
curve = energy(grid, a_search, beta, gamma)
P_search = grid[np.argmin(curve)]
assert close(P_search, P_t, 5e-5)
assert abs(T_search - T_t) < 1e-4

# Energy terms and barrier at the transition found by search.
term2 = a_search*P_search**2/2
term4 = beta*P_search**4/4
term6 = gamma*P_search**6/6
assert close(term4, -2*term2, 1e-3) and close(term6, term2, 1e-3)
inside = grid < P_search
i_top = np.argmax(curve[inside])
barrier, P_top = curve[i_top], grid[i_top]
assert close(barrier, abs(beta)**3/(96*gamma**2), 1e-5)
assert close(P_top, P_t/np.sqrt(3), 1e-4)


def stiffness(P):
    h = 1e-3*P_t
    values = energy(np.array([P-h, P, P+h]), a_search, beta, gamma)
    return (values[0] - 2*values[1] + values[2])/h**2


stiff_non, stiff_pol = stiffness(0.0), stiffness(P_search)
assert close(stiff_non, a_t, 1e-4)
assert close(stiff_pol, 4*a_t, 1e-4)

# Limits of metastability.
positive = grid[1:]


def reduced_slope(a):
    return a + beta*positive**2 + gamma*positive**4


a_heat = last_true(lambda a: reduced_slope(a).min() < 0,
                   0.0, beta**2/gamma)
P_heat = positive[np.argmin(reduced_slope(a_heat))]
P_cool = grid[np.argmin(energy(grid, 0.0, beta, gamma))]
T_heat = T0 + a_heat/a0
assert close(a_heat, beta**2/(4*gamma), 1e-6)
assert close(P_heat**2, abs(beta)/(2*gamma), 1e-4)
assert close(P_cool**2, abs(beta)/gamma, 1e-4)
# Nonpolar state: stable just above T0, unstable just below T0.
small_P = 1e-4
assert energy(small_P, a0*0.01, beta, gamma) > 0
assert energy(small_P, -a0*0.01, beta, gamma) < 0

# Latent heat, without and with temperature slopes of beta and gamma.
beta_slope, gamma_slope = 2.0e7, -3.3e8


def coefficients(T, drift):
    return (a0*(T - T0), beta + drift*beta_slope*(T - T_t),
            gamma + drift*gamma_slope*(T - T_t))


def polar_minimum(T, drift):
    answer = minimize_scalar(
        lambda P: energy(P, *coefficients(T, drift)),
        bounds=(0.8*P_t, 1.2*P_t), method="bounded",
        options={"xatol": 1e-10})
    return answer.fun


def latent_from_minimum(drift):
    dT = 0.02
    rise = polar_minimum(T_t+dT, drift) - polar_minimum(T_t-dT, drift)
    return T_t*rise/(2*dT)


latent = latent_from_minimum(0)
latent_drift = latent_from_minimum(1)
assert close(latent, T_t*a0*P_t**2/2, 1e-3)
assert close(latent_drift, T_t*(a0*P_t**2/2 + beta_slope*P_t**4/4
                                + gamma_slope*P_t**6/6), 1e-3)
T_drift = last_true(
    lambda T: energy(grid, *coefficients(T, 1)).min() < 0, T0, T0+25)
P_drift = grid[np.argmin(energy(grid, *coefficients(T_drift, 1)))]
assert abs(T_drift - T_t) < 1e-4 and close(P_drift, P_t, 5e-5)

# Sensitivity to an omitted eighth-order term, other coefficients held.
delta = 3.0e11                 # J m^13/C^8, prefactor 1/8
T_eight = last_true(
    lambda T: energy(grid, a0*(T-T0), beta, gamma, delta).min() < 0,
    T0, T0 + 40)
P_eight = grid[np.argmin(
    energy(grid, a0*(T_eight-T0), beta, gamma, delta))]

# In-plane clamping at zero misfit, with a free top face.
Q11, Q12 = 0.11, -0.043        # m^4/C^2
s11, s12 = 8.3e-12, -2.7e-12   # 1/Pa
compliance = np.full((3, 3), s12)
np.fill_diagonal(compliance, s11)
elastic = np.linalg.inv(compliance)
free_strain = P_t**2*np.array([Q12, Q12, Q11])


def elastic_energy(strain_percent):
    mismatch = np.array([0, 0, strain_percent/100]) - free_strain
    return 0.5*mismatch @ elastic @ mismatch


clamp_energy = minimize_scalar(elastic_energy).fun
beta_added = 4*clamp_energy/P_t**4
assert close(beta_added, 4*Q12**2/(s11 + s12), 1e-6)
beta_film = beta + beta_added
assert beta_film > 0


def film_polarization(T):
    return grid[np.argmin(energy(grid, a0*(T-T0), beta_film, gamma))]


P_film_1 = film_polarization(T0 - 1.0)
P_film_quarter = film_polarization(T0 - 0.25)
assert film_polarization(T0 + 0.01) == 0
assert close(P_film_quarter, P_film_1/2, 0.03)

# Cube whose uniform switching barrier equals the thermal energy.
cube_nm = (k_B*T_t/barrier)**(1/3)*1e9

to_uC = 100.0                  # C/m^2 to uC/cm^2
to_Jcm = 1e-6                  # J/m^3 to J/cm^3
print(f"input a0 = {a0:.3e} J m/(C^2 K)")
print(f"input T0 = {T0:.1f} K")
print(f"input beta = {beta:.3e} J m^5/C^4")
print(f"input gamma = {gamma:.3e} J m^9/C^6")
print(f"P_t squared, formula = {P_t**2:.5f} C^2/m^4")
print(f"P_t, formula = {P_t:.4f} C/m^2")
print(f"P_t, formula = {P_t*to_uC:.2f} uC/cm^2")
print(f"P_t, global search = {P_search*to_uC:.2f} uC/cm^2")
print(f"a_t, formula = {a_t:.3e} J m/C^2")
print(f"T_t - T0 = {T_t-T0:.2f} K")
print(f"T_t, formula = {T_t:.2f} K")
print(f"T_t, global search = {T_search:.2f} K")
print(f"quadratic energy at P_t = {term2*to_Jcm:.4f} J/cm^3")
print(f"quartic energy at P_t = {term4*to_Jcm:.4f} J/cm^3")
print(f"sextic energy at P_t = {term6*to_Jcm:.4f} J/cm^3")
print(f"barrier position = {P_top*to_uC:.2f} uC/cm^2")
print(f"barrier height = {barrier*to_Jcm:.4f} J/cm^3")
print(f"stiffness ratio polar/nonpolar = {stiff_pol/stiff_non:.3f}")
print(f"susceptibility, nonpolar = {1/(epsilon_0*stiff_non):.0f}")
print(f"susceptibility, polar = {1/(epsilon_0*stiff_pol):.0f}")
print(f"heating limit = {T_heat:.2f} K")
print(f"P at heating limit = {P_heat*to_uC:.2f} uC/cm^2")
print(f"cooling limit = {T0:.2f} K")
print(f"polar P at cooling limit = {P_cool*to_uC:.2f} uC/cm^2")
print(f"latent heat, fixed beta, gamma = {latent*to_Jcm:.2f} J/cm^3")
print(f"input beta slope = {beta_slope:.2e} J m^5/(C^4 K)")
print(f"input gamma slope = {gamma_slope:.2e} J m^9/(C^6 K)")
print(f"latent heat with slopes = {latent_drift*to_Jcm:.2f} J/cm^3")
print(f"latent heat change = {100*(latent_drift/latent-1):.0f} %")
print(f"input eighth-order delta = {delta:.2e} J m^13/C^8")
print(f"P_t with eighth order = {P_eight*to_uC:.2f} uC/cm^2")
print(f"P_t change, eighth order = {100*(P_eight/P_t-1):.0f} %")
print(f"T_t with eighth order = {T_eight:.2f} K")
print(f"input Q11 = {Q11:.3f} m^4/C^2")
print(f"input Q12 = {Q12:.3f} m^4/C^2")
print(f"input s11 = {s11:.2e} 1/Pa")
print(f"input s12 = {s12:.2e} 1/Pa")
print(f"beta added by clamping = {beta_added:.3e} J m^5/C^4")
print(f"beta of clamped film = {beta_film:.3e} J m^5/C^4")
print(f"film P at T0 - 1 K = {P_film_1*to_uC:.2f} uC/cm^2")
print(f"film P at T0 - 0.25 K = {P_film_quarter*to_uC:.2f} uC/cm^2")
print(f"cube edge, barrier = k_B T_t: {cube_nm:.2f} nm")
print("finished without a failed check")
```

Output:

```
input a0 = 6.500e+05 J m/(C^2 K)
input T0 = 383.0 K
input beta = -8.000e+08 J m^5/C^4
input gamma = 1.600e+10 J m^9/C^6
P_t squared, formula = 0.03750 C^2/m^4
P_t, formula = 0.1936 C/m^2
P_t, formula = 19.36 uC/cm^2
P_t, global search = 19.36 uC/cm^2
a_t, formula = 7.500e+06 J m/C^2
T_t - T0 = 11.54 K
T_t, formula = 394.54 K
T_t, global search = 394.54 K
quadratic energy at P_t = 0.1406 J/cm^3
quartic energy at P_t = -0.2812 J/cm^3
sextic energy at P_t = 0.1406 J/cm^3
barrier position = 11.18 uC/cm^2
barrier height = 0.0208 J/cm^3
stiffness ratio polar/nonpolar = 4.000
susceptibility, nonpolar = 15059
susceptibility, polar = 3765
heating limit = 398.38 K
P at heating limit = 15.81 uC/cm^2
cooling limit = 383.00 K
polar P at cooling limit = 22.36 uC/cm^2
latent heat, fixed beta, gamma = 4.81 J/cm^3
input beta slope = 2.00e+07 J m^5/(C^4 K)
input gamma slope = -3.30e+08 J m^9/(C^6 K)
latent heat with slopes = 6.44 J/cm^3
latent heat change = 34 %
input eighth-order delta = 3.00e+11 J m^13/C^8
P_t with eighth order = 15.71 uC/cm^2
P_t change, eighth order = -19 %
T_t with eighth order = 391.46 K
input Q11 = 0.110 m^4/C^2
input Q12 = -0.043 m^4/C^2
input s11 = 8.30e-12 1/Pa
input s12 = -2.70e-12 1/Pa
beta added by clamping = 1.321e+09 J m^5/C^4
beta of clamped film = 5.207e+08 J m^5/C^4
film P at T0 - 1 K = 3.47 uC/cm^2
film P at T0 - 0.25 K = 1.76 uC/cm^2
cube edge, barrier = k_B T_t: 6.39 nm
finished without a failed check
```
